# Hall factor of two-dimensional carriers with a stepped relaxation time: test program

```python
# Result under test: weak-field Hall factor of nondegenerate parabolic 2D carriers
# whose relaxation time is tau1 below a threshold E0 and s*tau1 above it:
#   r = [1-(1-s^2)p]/[1-(1-s)p]^2,  p = (1+x0)exp(-x0),  x0 = E0/(kT).
# r = n q R_H; n density, q charge, R_H Hall coefficient, beta = omega_c*tau1.
# Independent road: a phonon master equation in energy and angle with a magnetic
# field, in which no relaxation time is assumed. Energies there are in kT,
# times in tau1, and mass and charge are one.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaincc

temperature = 300.0                 # K
threshold_meV = 48.0
s = 0.25
mass_ratio = 0.5                    # rough, monolayer MoS2 regime
density_cm2 = 1.0e12
tau1_fs = 60.0
valley_spin = 4
field_T = 1.0
alpha_per_eV = 0.6                  # rough nonparabolicity
upper_valley_meV = 200.0            # rough
screening_nm = 4.0                  # rough length in polar coupling
hot_temperature = 400.0             # K

kT_meV = const.k * temperature / const.e * 1e3
x0 = threshold_meV / kT_meV
mass = mass_ratio * const.m_e
tau1 = tau1_fs * 1e-15


def upper_weight(x):
    return (1 + x) * np.exp(-x)


def step_hall(p, ratio):
    return (1 - (1 - ratio**2) * p) / (1 - (1 - ratio) * p)**2


def field_hall(p, ratio, beta):
    a = (1-p) / (1+beta**2) + p*ratio / (1+(beta*ratio)**2)
    b = beta * ((1-p) / (1+beta**2) + p*ratio**2 / (1+(beta*ratio)**2))
    return b / (beta * (a*a + b*b))


def integral(function, breaks=()):
    edges = [0.0] + sorted([x0] + list(breaks)) + [45.0]
    return sum(quad(function, lo, hi, epsabs=1e-12, epsrel=1e-10, limit=200)[0]
               for lo, hi in zip(edges[:-1], edges[1:]))


def tau_step(x):
    return 1.0 if x < x0 else s


def hall_quadrature(tau, breaks=()):
    first = integral(lambda x: x*np.exp(-x)*tau(x), breaks)
    second = integral(lambda x: x*np.exp(-x)*tau(x)**2, breaks)
    return second / first**2


# Phonon rates, in units of 1/tau1, that produce the required drop.
bose = 1 / np.expm1(x0)
optical = (1/s - 1) / (bose + 1)
acoustic = 1 - bose * optical
assert acoustic > 0
largest_drop = 1 + np.exp(x0)
assert abs((2*bose + 1)/bose - largest_drop) < 1e-10


def wavevector(x):                  # 1/nm for energy x*kT
    return np.sqrt(2*mass*x*const.k*temperature) / const.hbar * 1e-9


def coupling(xa, xb, angle, length):
    ka, kb = wavevector(xa), wavevector(xb)
    q = np.sqrt(np.maximum(ka*ka + kb*kb - 2*ka*kb*np.cos(angle), 0))
    return 1 / (1 + length*q)**2


def master_equation(beta, fugacity, length=0.0, angles=8, offsets=48, levels=12):
    """Return Hall factor and mean relaxation time from phonon transitions."""
    theta = 2*np.pi*np.arange(angles)/angles
    difference = theta[:, None] - theta[None, :]
    index = np.arange(angles)
    sign = (-1.0)**(index[:, None] - index[None, :])
    derivative = np.zeros((angles, angles))
    off = ~np.eye(angles, dtype=bool)
    derivative[off] = 0.5 * sign[off] / np.tan(difference[off]/2)
    rotation = beta * np.kron(np.eye(levels), derivative)
    fine = 2*np.pi*np.arange(2000)/2000
    # Polar emission rate at twice the threshold equals the isotropic one.
    norm = np.mean(coupling(2*x0, x0, fine, length))
    size = levels * angles
    jx = jy = number = 0.0
    for offset in range(offsets):
        x = x0 * ((offset + 0.5)/offsets + np.arange(levels))
        rate = np.zeros((size, size))          # rate[a, b]: from a to b
        for level in range(levels):
            here = slice(level*angles, (level+1)*angles)
            rate[here, here] = acoustic / angles
            if level + 1 < levels:
                above = slice((level+1)*angles, (level+2)*angles)
                kernel = coupling(x[level], x[level+1], difference, length)
                kernel = kernel / norm * optical / angles
                rate[here, above] = bose * kernel
                rate[above, here] = (bose + 1) * kernel.T
        f = np.repeat(1 / (np.exp(x)/fugacity + 1), angles)
        collision = rate.T * (1-f)[:, None] + rate * f[:, None]
        loss = rate.T @ f + rate @ (1-f)
        collision[np.diag_indices(size)] -= loss
        speed = np.repeat(np.sqrt(2*x), angles)
        vx = speed * np.tile(np.cos(theta), levels)
        vy = speed * np.tile(np.sin(theta), levels)
        # The tiny shift removes the number-conserving null mode (no current).
        operator = collision + rotation - 1e-8*np.eye(size)
        response = np.linalg.solve(operator, -f*(1-f)*vx)
        jx += vx @ response
        jy += vy @ response
        number += f.sum()
    return -jy*number / (beta*(jx*jx + jy*jy)), jx/number


# Closed step formula against direct quadrature and the master equation.
p = upper_weight(x0)
mean_tau = 1 - (1-s)*p
mean_tau2 = 1 - (1-s*s)*p
r = step_hall(p, s)
p_quad = quad(lambda x: x*np.exp(-x), x0, 45)[0]
assert abs(p - p_quad) < 1e-9
assert abs(r - hall_quadrature(tau_step)) < 1e-8
r_master, tau_master = master_equation(1e-3, 1e-8)
# Energy cells of 1 meV leave a relative error near 1e-4.
assert abs(r_master - r) < 5e-4
assert abs(tau_master - mean_tau) < 5e-4
r_beta1 = field_hall(p, s, 1.0)
r_beta1_master = master_equation(1.0, 1e-8)[0]
assert abs(r_beta1_master - r_beta1) < 5e-4
assert abs(field_hall(p, s, 1e3) - 1) < 1e-4
assert abs(r - 1.31) < 0.005

# Largest possible Hall factor for this drop, found by numerical search.
search = minimize_scalar(lambda x: -hall_quadrature(
    lambda y: 1.0 if y < x else s, (x,)), bounds=(0.1, 1.8), method='bounded')
r_max = (1+s)**2 / (4*s)
x_max = brentq(lambda x: upper_weight(x) - 1/(1+s), 0.01, 5)
assert abs(-search.fun - r_max) < 1e-6
assert abs(search.x - x_max) < 1e-3

# Wrong weights: plain carrier count, and the three-dimensional weight.
r_count = step_hall(np.exp(-x0), s)
r_3d = step_hall(gammaincc(2.5, x0), s)

# Degeneracy, with Pauli blocking in the phonon rates.
states_cm2 = valley_spin*mass*const.k*temperature/(2*np.pi*const.hbar**2)*1e-4
fugacity = np.expm1(density_cm2/states_cm2)


def fermi(x):
    return 1 / (np.exp(x)/fugacity + 1)


def tau_blocked(x):
    rate = acoustic + optical*(bose + fermi(x+x0))
    if x >= x0:
        rate += optical*(bose + 1 - fermi(x-x0))
    return 1/rate


def fermi_moment(power):
    return integral(lambda x: x*fermi(x)*(1-fermi(x))*tau_blocked(x)**power)


r_degenerate = fermi_moment(0)*fermi_moment(2)/fermi_moment(1)**2
assert abs(master_equation(1e-3, fugacity)[0] - r_degenerate) < 5e-4

# Other neglected effects.
beta_field = const.e*field_T*tau1/mass
r_field = field_hall(p, s, beta_field)
a = alpha_per_eV*kT_meV*1e-3
carrier = integral(lambda x: x*(1+a*x)*np.exp(-x))
first = integral(lambda x: x*(1+a*x)/(1+2*a*x)*tau_step(x)*np.exp(-x))
second = integral(lambda x: x*(1+a*x)/(1+2*a*x)**2*tau_step(x)**2*np.exp(-x))
r_nonparabolic = carrier*second/first**2
x_upper = upper_valley_meV/kT_meV
r_upper = hall_quadrature(
    lambda x: tau_step(x)*(s if x > x_upper else 1), (x_upper,))
width_low = const.hbar/(2*tau1)/const.e*1e3
width_high = width_low/s


def broadened_hall(width_meV):
    g = width_meV/kT_meV
    return hall_quadrature(
        lambda x: 1/(1+(1/s-1)*(0.5+np.arctan((x-x0)/g)/np.pi)))


assert abs(broadened_hall(1e-3) - r) < 1e-3
r_width_low = broadened_hall(width_low)
r_width_high = broadened_hall(width_high)
r_polar, tau_polar = master_equation(1e-3, 1e-8, screening_nm, 36, 48, 10)
r_polar_coarse = master_equation(1e-3, 1e-8, screening_nm, 24, 48, 10)[0]
assert abs(r_polar - r_polar_coarse) < 5e-3
x_hot = x0*temperature/hot_temperature
bose_hot = 1/np.expm1(x_hot)
low_hot = acoustic*hot_temperature/temperature + optical*bose_hot
s_hot = low_hot/(low_hot + optical*(bose_hot+1))
r_hot = step_hall(upper_weight(x_hot), s_hot)

mobility = const.e*tau1*mean_tau/mass*1e4


def show(label, value, unit='', digits=4):
    print(f'{label}: {value:.{digits}f} {unit}'.rstrip())


show('Temperature', temperature, 'K', 0)
show('Thermal energy kT', kT_meV, 'meV', 3)
show('Threshold E0', threshold_meV, 'meV', 1)
show('Time ratio s', s, '', 2)
show('Reduced threshold x0', x0)
show('exp(-x0)', np.exp(-x0), '', 5)
show('Transport weight above threshold p', p, '', 5)
show('<tau>/tau1', mean_tau, '', 5)
show('<tau^2>/tau1^2', mean_tau2, '', 5)
show('Hall factor r, formula', r)
show('Hall factor r, master equation', r_master)
show('<tau>/tau1, master equation', tau_master)
show('r at omega_c tau1 = 1, formula', r_beta1)
show('r at omega_c tau1 = 1, master equation', r_beta1_master)
show('Largest r for this s', r_max)
show('Threshold giving largest r', x_max*kT_meV, 'meV', 2)
show('r with wrong plain carrier weight', r_count)
show('r with 3D weight', r_3d)
show('Bose number N', bose)
show('Acoustic rate A*tau1', acoustic)
show('Optical strength D*tau1', optical)
show('Absorption rate D*N*tau1', optical*bose)
show('Emission rate D*(N+1)*tau1', optical*(bose+1))
show('Largest drop phonons allow', largest_drop, '', 3)
show('Effective mass', mass_ratio, 'm0', 2)
show('tau1', tau1_fs, 'fs', 1)
show('tau above threshold', s*tau1_fs, 'fs', 1)
show('Drift mobility', mobility, 'cm2/Vs', 1)
show('Hall mobility', r*mobility, 'cm2/Vs', 1)
show('True density', density_cm2/1e12, '1e12 cm^-2', 3)
show('Apparent Hall density', density_cm2/r/1e12, '1e12 cm^-2', 3)
show('Thermal state density', states_cm2/1e12, '1e12 cm^-2', 2)
show('Fugacity', fugacity)
show('r with degeneracy and blocking', r_degenerate)
show('Magnetic field', field_T, 'T', 1)
show('omega_c tau1 at this field', beta_field, '', 5)
show('r at this field', r_field, '', 5)
show('r at zero field, same digits', r, '', 5)
show('Nonparabolicity', alpha_per_eV, '1/eV', 2)
show('r with nonparabolic band factors', r_nonparabolic)
show('Upper-valley energy', upper_valley_meV, 'meV', 0)
show('Transport weight above upper valley', upper_weight(x_upper), '', 5)
show('r with further drop at upper valley', r_upper)
show('Half-width hbar/(2 tau1)', width_low, 'meV', 2)
show('r with this broadening', r_width_low)
show('Half-width hbar/(2 s tau1)', width_high, 'meV', 2)
show('r with this broadening (larger)', r_width_high)
show('Polar screening length', screening_nm, 'nm', 1)
show('r with forward-peaked polar coupling', r_polar, '', 3)
show('<tau>/tau1 with polar coupling', tau_polar, '', 3)
show('Hot operating temperature', hot_temperature, 'K', 0)
show('Time ratio when hot', s_hot)
show('r when hot', r_hot)
print('PASS')
```

It prints:

```
Temperature: 300 K
Thermal energy kT: 25.852 meV
Threshold E0: 48.0 meV
Time ratio s: 0.25
Reduced threshold x0: 1.8567
exp(-x0): 0.15618
Transport weight above threshold p: 0.44617
<tau>/tau1: 0.66537
<tau^2>/tau1^2: 0.58171
Hall factor r, formula: 1.3140
Hall factor r, master equation: 1.3138
<tau>/tau1, master equation: 0.6655
r at omega_c tau1 = 1, formula: 1.2751
r at omega_c tau1 = 1, master equation: 1.2749
Largest r for this s: 1.5625
Threshold giving largest r: 21.31 meV
r with wrong plain carrier weight: 1.0951
r with 3D weight: 1.4390
Bose number N: 0.1851
Acoustic rate A*tau1: 0.5314
Optical strength D*tau1: 2.5314
Absorption rate D*N*tau1: 0.4686
Emission rate D*(N+1)*tau1: 3.0000
Largest drop phonons allow: 7.403
Effective mass: 0.50 m0
tau1: 60.0 fs
tau above threshold: 15.0 fs
Drift mobility: 140.4 cm2/Vs
Hall mobility: 184.5 cm2/Vs
True density: 1.000 1e12 cm^-2
Apparent Hall density: 0.761 1e12 cm^-2
Thermal state density: 10.80 1e12 cm^-2
Fugacity: 0.0970
r with degeneracy and blocking: 1.3144
Magnetic field: 1.0 T
omega_c tau1 at this field: 0.02111
r at this field: 1.31394
r at zero field, same digits: 1.31396
Nonparabolicity: 0.60 1/eV
r with nonparabolic band factors: 1.3415
Upper-valley energy: 200 meV
Transport weight above upper valley: 0.00381
r with further drop at upper valley: 1.3163
Half-width hbar/(2 tau1): 5.49 meV
r with this broadening: 1.2271
Half-width hbar/(2 s tau1): 21.94 meV
r with this broadening (larger): 1.0985
Polar screening length: 4.0 nm
r with forward-peaked polar coupling: 1.176
<tau>/tau1 with polar coupling: 0.854
Hot operating temperature: 400 K
Time ratio when hot: 0.3145
r when hot: 1.3227
PASS
```
